\section*{The $f$-sum rule in TDDFT with static kernels and nonlocal pseudopotentials, part 1}

(Sections cited here and not found follow in the second part.)

\section{The $f$-sum rule in linear-response TDDFT}

An atom or molecule in a weak light field absorbs at a set of lines. In time-dependent density functional theory (TDDFT) these lines start out as transitions between Kohn--Sham (KS) orbitals, and the Hartree--exchange--correlation kernel then shifts them and moves intensity among them. Since the kernel is always approximate, one must ask whether it can also create or destroy total intensity. A second question comes from practice: a converged calculation with a nonlocal pseudopotential gives a sum of oscillator strengths that in general differs from the number of valence electrons, and one must know whether this is a fault. The answers are as follows. A real, symmetric, frequency-independent kernel that produces a multiplicative potential leaves the sum of oscillator strengths at its KS value. This sum equals the integrated absorption when the response is stable; an unstable mode that couples to the dipole removes its weight from the real axis. The KS value is the electron number $N$ for a local Hamiltonian in a complete basis, and $N+\Delta$ with a nonlocal pseudopotential, where $\Delta$ is the expectation value of a double commutator.

\subsection{Conventions and the Kohn--Sham response}

Hartree atomic units are used. The KS Hamiltonian is
\begin{equation}
h=T+v_s(\mathbf r)+V_{\rm NL},\qquad T=-\tfrac12\nabla^2 ,
\label{eq:h}
\end{equation}
where $v_s$ is multiplicative and $V_{\rm NL}$ is an integral operator, diagonal in spin, with a real symmetric kernel $V(\mathbf r,\mathbf r')$. The system is finite. The spin orbitals $\phi_p$ are real and have definite spin; $i,j$ label the $N$ occupied ones and $a,b$ the empty ones. A pair $ia$ always means two orbitals of equal spin, since a multiplicative potential does not couple opposite spins, and the gaps $\omega_{ia}=\varepsilon_a-\varepsilon_i$ of all such pairs are positive. The symbol $\mathbf r$ carries the spin label, and integrals include the spin sum. The density matrix is $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$ and the density is $n(\mathbf r)=\gamma(\mathbf r,\mathbf r)$. For a real function $F(\mathbf r)$ we write $F_{pq}=\int\phi_pF\phi_q$, which is symmetric in $p,q$. Sums over empty states include the continuum.

Add to $h$ the potential $F(\mathbf r)(e^{-i\omega t}+e^{i\omega t})$ and write the first-order orbital change as
\begin{equation}
\delta\phi_i=e^{-i\varepsilon_it}\sum_a\phi_a\left(X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t}\right).
\label{eq:ansatz}
\end{equation}
Components along occupied orbitals are left out: they only mix the occupied orbitals unitarily among themselves, which does not change $\gamma$. Inserting \eqref{eq:ansatz} into $i\partial_t\phi=h\phi$, projecting on $\phi_a$ and collecting each time dependence gives
\begin{equation}
(\omega-\omega_{ia})X_{ia}=F_{ia},\qquad(-\omega-\omega_{ia})Y_{ia}=F_{ia}.
\label{eq:XY0}
\end{equation}
The density change is $\sum_i(\phi_i^*\delta\phi_i+\text{c.c.})$. Its $e^{-i\omega t}$ part takes $X$ from the first term and $Y$ from the conjugate, $\delta n=\sum_{ia}(X_{ia}+Y_{ia})\rho_{ia}$ with $\rho_{ia}=\phi_i\phi_a$. Define $\chi_s[G,F]=\int G\,\delta n$, the response of the observable $\sum_kG(\mathbf r_k)$. Since $1/(\omega-\omega_{ia})-1/(\omega+\omega_{ia})=2\omega_{ia}/(\omega^2-\omega_{ia}^2)$,
\begin{equation}
\chi_s[G,F](\omega)=\sum_{ia}\frac{2\omega_{ia}G_{ia}F_{ia}}{\omega^2-\omega_{ia}^2},
\qquad
\chi_s[G,F](iu)=-\sum_{ia}\frac{2\omega_{ia}G_{ia}F_{ia}}{\omega_{ia}^2+u^2}.
\label{eq:chis}
\end{equation}
The second form is the first at $\omega=iu$, where there are no poles.

An electric field $\mathcal E$ along $z$ gives an electron the potential energy $+z\mathcal E$, and the electronic dipole is $-\sum_kz_k$, so the polarizability is $\alpha=-\chi[z,z]$. Oscillator strengths $f_I$ and their moments are defined by
\begin{equation}
\alpha(\omega)=\sum_I\frac{f_I}{\Omega_I^2-\omega^2},\qquad S_0=\sum_If_I,\qquad S_2=\sum_If_I\Omega_I^2 ,
\label{eq:alpha}
\end{equation}
and \eqref{eq:chis} gives the KS strengths $f_{ia}=2\omega_{ia}z_{ia}^2$. For real $\Omega_I>0$, the decomposition $1/(\Omega^2-\omega^2)=[1/(\Omega-\omega)+1/(\Omega+\omega)]/2\Omega$ with $\omega\to\omega+i0^+$ gives $\operatorname{Im}\alpha=\sum_I(\pi f_I/2\Omega_I)\,\delta(\omega-\Omega_I)$ for $\omega>0$. On the imaginary axis each term of $u^2\alpha(iu)$ is $f_Iu^2/(\Omega_I^2+u^2)$, which rises to $f_I$. Hence
\begin{equation}
S_0=\frac2\pi\int_0^\infty\omega\operatorname{Im}\alpha(\omega)\,d\omega=\lim_{u\to\infty}u^2\alpha(iu).
\label{eq:tail}
\end{equation}
The integrated absorption and the coefficient of the $1/\omega^2$ tail are the same number, provided all $\Omega_I$ are real.

\subsection{The tail as a double commutator}

The tail of \eqref{eq:chis} is $\chi_s[G,F](iu)\to-M_1[G,F]/u^2$ with $M_1[G,F]=\sum_{ia}2\omega_{ia}G_{ia}F_{ia}$. The sum over empty states can be removed. Expand
\begin{equation}
[G,[h,F]]=GhF-GFh-hFG+FhG
\label{eq:expand}
\end{equation}
and take the expectation value in $\phi_i$. In the second and third terms $h$ acts on $\phi_i$ and gives $\varepsilon_i$. Inserting the complete set $\sum_p|p\rangle\langle p|=1$ between $G$ and $F$ in all four terms,
\begin{equation}
\langle i|[G,[h,F]]|i\rangle=\sum_p(\varepsilon_p-\varepsilon_i-\varepsilon_i+\varepsilon_p)\,G_{ip}F_{ip}
=\sum_p2(\varepsilon_p-\varepsilon_i)G_{ip}F_{ip}.
\label{eq:closure}
\end{equation}
Now sum over $i$. The terms with occupied $p=j$ carry $\varepsilon_j-\varepsilon_i$, which is odd under $i\leftrightarrow j$, times $G_{ij}F_{ij}$, which is even, so they cancel in pairs. What remains is the sum over empty states:
\begin{equation}
M_1[G,F]=\sum_i\langle i|[G,[h,F]]|i\rangle .
\label{eq:M1}
\end{equation}

The potential $v_s$ commutes with $F$ and drops out. For the kinetic energy, $\nabla^2(F\psi)=(\nabla^2F)\psi+2\nabla F\cdot\nabla\psi+F\nabla^2\psi$ gives $[T,F]\psi=-\frac12(\nabla^2F)\psi-\nabla F\cdot\nabla\psi$. The multiplicative term commutes with $G$, so
\begin{equation}
[G,[T,F]]\psi=-G\,\nabla F\cdot\nabla\psi+\nabla F\cdot\nabla(G\psi)=(\nabla G\cdot\nabla F)\,\psi .
\label{eq:kin}
\end{equation}
The local part of the moment is therefore
\begin{equation}
M_1^{\rm loc}[G,F]=\int n\,\nabla G\cdot\nabla F=-\int G\,\nabla\cdot(n\nabla F),
\label{eq:M1loc}
\end{equation}
where the surface term vanishes because $n$ decays. As an operator, $M_1^{\rm loc}F=-\nabla\cdot(n\nabla F)$. For $G=F=z$ the integrand is $n$, and $M_1^{\rm loc}[z,z]=N$, the Thomas--Reiche--Kuhn sum rule. The result is that of free particles: under the force $-\nabla F\,e^{-i\omega t}$ an electron has the displacement $\boldsymbol\xi=\nabla F/\omega^2$, and $\delta n=-\nabla\cdot(n\boldsymbol\xi)=M_1^{\rm loc}F/\omega^2$.

\subsection{The kernel and the tail of the Dyson equation}

The class of kernels is fixed by the form of the induced potential,
\begin{equation}
\delta v_{\rm Hxc}(\mathbf r)=\int f(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r',
\label{eq:kernel}
\end{equation}
with $f$ real, symmetric and independent of $\omega$. The word local refers to the potential, which multiplies the orbitals; $f$ may have any range in $\mathbf r-\mathbf r'$, as the Hartree kernel does. Nothing below requires $f$ to be the functional derivative of the $v_s$ in \eqref{eq:h}. The KS electrons respond to the external plus the induced potential, $\delta n=\chi_s(F+f\,\delta n)$, and with $\delta n=\chi F$ this is the Dyson equation
\begin{equation}
\chi=\chi_s+\chi_sf\chi .
\label{eq:dyson}
\end{equation}
Using $1/(\omega^2-\omega_{ia}^2)=1/\omega^2+\omega_{ia}^2/\omega^4+\dots$ in \eqref{eq:chis} gives $\chi_s=M_1/\omega^2+M_3/\omega^4+\dots$, with $M_3[G,F]=\sum_{ia}2\omega_{ia}^3G_{ia}F_{ia}$. Iterating \eqref{eq:dyson}, the term with $k$ kernels holds $k+1$ factors of $\chi_s$ and starts at order $\omega^{-2(k+1)}$:
\begin{equation}
\chi=\frac{M_1}{\omega^2}+\frac{M_3+M_1fM_1}{\omega^4}+O(\omega^{-6}).
\label{eq:series}
\end{equation}
From \eqref{eq:alpha}, $\chi[z,z]=-\alpha=S_0/\omega^2+S_2/\omega^4+\dots$, and comparing coefficients,
\begin{equation}
S_0=M_1[z,z]=S_0^{\rm KS},\qquad S_2=S_2^{\rm KS}+\iint m(\mathbf r)f(\mathbf r,\mathbf r')m(\mathbf r'),\qquad m=M_1z .
\label{eq:moments}
\end{equation}
For a local Hamiltonian $m=-\partial_zn$. At high frequency the density hardly moves, $\delta n\sim\omega^{-2}$, so the induced potential is smaller than the applied one by $\omega^{-2}$ and cannot alter the leading response. Among the coefficients of the tail, $S_2$ is the first that the kernel can change; quantities that are not such coefficients, for instance $\alpha(0)$ or $\sum_If_I\Omega_I$, can change as well. A kernel that is positive semidefinite as an operator, such as the Hartree kernel, has $\iint mfm\ge0$ and cannot lower the mean square frequency $S_2/S_0$ of the fixed total weight.

In a finite basis \eqref{eq:series} converges once $|\omega|$ exceeds all poles. In a complete basis the gaps are unbounded. If the strength extends to arbitrarily high frequencies, the series is at best asymptotic, and higher moments may diverge. If $\sum_If_I\Omega_I^4$ already diverges, the remainder is larger than the $O(\omega^{-6})$ of \eqref{eq:series}: for the $1s$ state of hydrogen the strength per unit frequency falls as $\Omega^{-7/2}$, so $S_2$ is finite but the next even moment is not, and on the imaginary axis the remainder falls only as $u^{-9/2}$. A proof that needs no finite moment beyond $S_0^{\rm KS}$, but assumes that the operator $C$ of \eqref{eq:casida} is self-adjoint and bounded below, follows from rewriting \eqref{eq:dyson} in the space of pairs $ia$. Let $\mathsf E$ be the diagonal matrix of gaps $\omega_{ia}$, let $K_{ia,jb}=\iint\rho_{ia}f\rho_{jb}$, and write $\delta n=\sum_{ia}s_{ia}\rho_{ia}$. By \eqref{eq:chis}, a potential with matrix elements $U_{ia}$ produces $s_{ia}=-2\omega_{ia}U_{ia}/(\omega_{ia}^2+u^2)$ at $\omega=iu$. Here $U=F+Ks$, with $F$ the vector of the $F_{ia}$, so
\begin{equation}
\left[\frac{\mathsf E^2+u^2}{2\mathsf E}+K\right]s=-F .
\label{eq:pair}
\end{equation}
Put $s=\sqrt{2\mathsf E}\,t$ and multiply from the left by $\sqrt{2\mathsf E}$. The first term becomes $(\mathsf E^2+u^2)t$ and the second $2\sqrt{\mathsf E}K\sqrt{\mathsf E}\,t$. With $F=G=z$, $\alpha=-z^Ts$, and
\begin{equation}
\alpha(iu)=y^T(C+u^2)^{-1}y,\qquad y=\sqrt{2\mathsf E}\,z,\qquad C=\mathsf E^2+2\sqrt{\mathsf E}K\sqrt{\mathsf E}.
\label{eq:casida}
\end{equation}
$C$ is the Casida operator. It is symmetric because $f$ is, it does not depend on $u$ because $f$ does not, and the vector $y$ does not contain the kernel, with $|y|^2=\sum_{ia}2\omega_{ia}z_{ia}^2=S_0^{\rm KS}$.

Assume that $C$ is self-adjoint and bounded below, $C\ge-b$ with $b\ge0$. A bounded $K$ gives the lower bound: $\sqrt{\mathsf E}K\sqrt{\mathsf E}\ge-\|K\|\mathsf E$, so $C\ge\mathsf E^2-2\|K\|\mathsf E=(\mathsf E-\|K\|)^2-\|K\|^2\ge-\|K\|^2$. The spectral theorem supplies a positive measure $\mu$ of total weight $|y|^2$ with
\begin{equation}
u^2\alpha(iu)=\int\frac{u^2}{\lambda+u^2}\,d\mu(\lambda).
\label{eq:measure}
\end{equation}
For a discrete spectrum, $\mu$ has the weight $f_I=(y^T\mathsf F_I)^2$ at each eigenvalue $\lambda=\Omega_I^2$ with normalized eigenvector $\mathsf F_I$, which reproduces \eqref{eq:alpha}. For $u^2\ge2b$ and $\lambda\ge-b$ one has $\lambda+u^2\ge u^2/2$, so the integrand lies between 0 and 2, and it tends to 1 for each $\lambda$. Dominated convergence gives
\begin{equation}
\lim_{u\to\infty}u^2\alpha(iu)=\int d\mu=\sum_If_I=|y|^2=\sum_{ia}f_{ia},
\label{eq:theorem}
\end{equation}
which is the theorem. The same argument holds for $\chi[F,F]$ with any $F$ of finite $M_1[F,F]$, and $4\chi[G,F]=\chi[G+F,G+F]-\chi[G-F,G-F]$ extends it to $G\ne F$. The second moment agrees with \eqref{eq:moments}: $S_2=y^TCy=\sum_{ia}2\omega_{ia}^3z_{ia}^2+(2\mathsf Ez)^TK(2\mathsf Ez)$, and $m=\sum_{ia}2\omega_{ia}z_{ia}\rho_{ia}$ by the definition of $M_1$.

If $C>0$, all $\Omega_I$ are real and \eqref{eq:tail} turns \eqref{eq:theorem} into a statement about the absorption spectrum. Moreover $1-u^2/(\lambda+u^2)=\lambda/(\lambda+u^2)$ lies between $0$ and $\lambda/u^2$, so the approach to the limit is bounded at every $u$:
\begin{equation}
0\le S_0-u^2\alpha(iu)\le S_2/u^2 .
\label{eq:bound}
\end{equation}
Because $C=\sqrt{\mathsf E}(\mathsf E+2K)\sqrt{\mathsf E}$, the condition $C>0$ means $\mathsf E+2K>0$. A strongly attractive kernel can violate it. Then some $\Omega_I^2<0$, which is an exponentially growing mode. If that mode couples to the dipole, $f_I=(y^T\mathsf F_I)^2\ne0$, then $\alpha$ has a pole at $\omega=i|\Omega_I|$ in the upper half plane and the weight $f_I$ is missing from the real axis: the tail is still $S_0^{\rm KS}$, but the absorption integral is smaller by $f_I$. An unstable mode with $f_I=0$, for instance one of a different symmetry, does not appear in $\alpha$ and leaves the absorption integral unchanged.

The power counting in \eqref{eq:series} also shows how much frequency dependence is harmless: $u^2(\chi-\chi_s)\approx M_1f(iu)M_1/u^2$ vanishes whenever $f(iu)$ grows more slowly than $u^2$. This is a formal statement about the tail; to reach the absorption integral one needs in addition that $\chi$ be analytic in the upper half plane.

For a Casida operator that is self-adjoint and bounded below, a real, symmetric, frequency-independent kernel that produces a multiplicative potential leaves $S_0$ at its KS value $M_1[z,z]$, which is $N$ for a local Hamiltonian in a complete basis. It remains to find what a nonlocal pseudopotential adds to this value, to examine cases outside the theorem, and to test the results numerically.
